# Oxygen desorption rate from sticking probability and chemical potential by detailed balance

**Q:** Desorption is a rate process and a chemical potential belongs to equilibrium. How can the second say anything about the first, least of all when the adsorbed atoms repel each other strongly?

**A:** By way of one situation in which the desorption rate is known without following any desorbing molecule: the surface in equilibrium with its gas. There, as many molecules leave the adlayer as stick to it, and sticking is easier to count.

Let $\theta$ be the number of adsorbed O atoms per site, $T$ the common temperature of surface and gas, $m$ the mass of O$_2$ and $P$ its pressure. The gas is dilute, with number density $P/kT$. Its impingement rate per area is this density times the mean one-sided normal velocity,

$$\frac{P}{kT}\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,e^{-mv^2/2kT}dv=\frac{P}{kT}\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}} .$$

The sticking probability $S(\theta,T)$ is the fraction of these molecules that dissociate and join the adlayer, averaged over the thermal gas. If $P_{eq}(\theta,T)$ is the pressure in equilibrium with coverage $\theta$, the desorption rate, in molecules per area and time, is

$$R=\frac{S\,P_{eq}}{\sqrt{2\pi mkT}} .$$

**Q:** That trades one unknown for another. Where does $P_{eq}$ come from?

**A:** From the chemical potential. One molecule in a volume $V$ has the partition function $Vq_{int}/\Lambda^3$, where $\Lambda=h/\sqrt{2\pi mkT}$ and $q_{int}$ covers rotation, vibration and electron spin. I count energy from a molecule at rest, without rotation and in its lowest vibrational level. For $N$ molecules,

$$\mu_{gas}=-kT\ln\frac{Vq_{int}}{N\Lambda^3}=kT\ln\frac{P\Lambda^3}{kT\,q_{int}} ,$$

since $N/V=P/kT$. Let $\mu$ be the chemical potential of an adsorbed atom on the same scale, so that its zero is half a molecule. If $dN$ molecules leave the gas, the adlayer gains $2\,dN$ atoms and the free energy changes by $(2\mu-\mu_{gas})dN$. This vanishes in equilibrium, so $\mu_{gas}=2\mu$ and

$$P_{eq}=\frac{kT\,q_{int}}{\Lambda^3}\,e^{2\mu/kT} .$$

In the rate, $\sqrt{2\pi mkT}=h/\Lambda$, so one power of $\Lambda$ cancels:

$$R=S(\theta,T)\,\frac{kT}{h}\,\frac{q_{int}}{\Lambda^2}\,e^{2\mu(\theta,T)/kT} .$$

Besides $S$ and $\mu$, the gas partition function is needed. Nothing has been assumed about the strength of the forces between adsorbed atoms, and about their range only that $\mu(\theta,T)$ does not depend on the size of the sample.

**Q:** You derived this with gas present. I want the rate into vacuum.

**A:** Two conditions carry it over. Desorption must depend on the state of the adlayer alone, which a dilute gas permits. And after the gas is removed, the atoms must still be distributed over their arrangements as in equilibrium at the current $\theta$, so diffusion must restore that distribution faster than desorption disturbs it. Then $P_{eq}$ is a property of the adlayer, and no gas at that pressure need exist.

If gas at pressure $P$ and temperature $T$ is present, the adsorption rate is $R_{ads}=SP/\sqrt{2\pi mkT}$ with the same $S$, hence

$$\frac{R}{R_{ads}}=\frac{P_{eq}}{P}=e^{(2\mu-\mu_{gas})/kT} .$$

With $n_s$ sites per area and two atoms per molecule, the coverage obeys

$$\frac{d\theta}{dt}=\frac{2S}{n_s\sqrt{2\pi mkT}}\,(P-P_{eq}) .$$

**Q:** Equality of the total rates could hide a cycle: molecules stick as O$_2$ and leave as atoms.

**A:** Time reversal excludes that. Consider classical motion with energy $H$. In equilibrium, the flux of trajectories crossing a surface in the gas is weighted by $v\,e^{-H/kT}$ times an element of the remaining phase space. Energy is conserved, and by Liouville's theorem so is the flux element along a trajectory. Reversing all velocities turns each trajectory from gas to adlayer into one from adlayer to gas with the same weight. The balance therefore holds for each channel, and for each speed and internal state of the molecule.

I tested this on a two-dimensional potential, with mass and $kT$ set to 1:

$$V=\frac{1.5}{\cosh^2x}-0.5\,s+\frac{4-3s}{2}(y-s)^2,\quad s=\frac{1-\tanh x}{2} .$$

The gas lies at large positive $x$, where the stiffness in $y$ is 4; the adsorbed side lies at negative $x$, with stiffness 1 and energy lower by 0.5. From each side 40 000 thermal trajectories were started. The fraction 0.322 stuck and 0.0988 escaped. Integrating $e^{-V}$ over $y$ gives one-way fluxes in the ratio $1/\sqrt4$ (gas) to $e^{0.5}/\sqrt1$ (adsorbed), so the reactive fluxes are $0.322/2=0.161$ and $0.0988\times1.649=0.163$. They agree to 1 %, within the sampling noise.

**Q:** Do the desorbing molecules at least come off with a thermal distribution?

**A:** Not if sticking depends on energy. For a thermal flux the mean normal energy is

$$\frac{\int_0^\infty v\,(mv^2/2)\,e^{-mv^2/2kT}dv}{\int_0^\infty v\,e^{-mv^2/2kT}dv}=kT .$$

In the trajectories, the molecules that stuck had arrived with $2.07\,kT$ on average, and those that desorbed left with $2.09\,kT$. A barrier that selects fast molecules on the way in produces fast molecules on the way out.

This also shows which $S$ belongs in the formula. With the gas at half the temperature, the same potential gives $S=0.093$ instead of 0.322, and using it would make the desorption rate too small by a factor of 3.5. A sticking probability measured with cold gas on a hot surface must first be converted to a thermal average at $T$.

**Q:** I still distrust the strong interactions. Each pair of atoms has its own surroundings and its own desorption rate. How can a single $\mu$ replace them all?

**A:** Take a lattice gas and add the rates. Atoms sit on a triangular lattice, each bound by $E_b$ relative to half a molecule, with vibrational partition function $q_a$ and repulsion $w$ between nearest neighbours. Choose one pair of adjacent sites. Let $B$ be the number of bonds its two atoms would have with the surrounding atoms. Filling the pair changes the energy by $-2E_b+w(1+B)$, where the 1 is the bond within the pair. At a given $\mu$, the same surroundings therefore occur with the pair full and empty in the ratio

$$\frac{p_{full}}{p_{empty}}=q_a^2\,\exp\frac{2\mu+2E_b-w(1+B)}{kT} .$$

Let the transition state lie at $E_s+\alpha wB$ above the empty pair plus a molecule at rest, with partition function $q_s$; $\alpha$ is the share of the repulsion felt there. Transition-state theory gives

$$k_{des}=\frac{kT}{h}\frac{q_s}{q_a^2}\exp\left[-\frac{E_s+\alpha wB+2E_b-w(1+B)}{kT}\right] .$$

In the product $p_{full}k_{des}$ the factors $q_a^2$, $E_b$ and $w(1+B)$ cancel:

$$p_{full}\,k_{des}=p_{empty}\,\frac{kT}{h}\,q_s\,e^{-(E_s+\alpha wB)/kT}\,e^{2\mu/kT} .$$

For $\alpha<1$, a pair with repelling neighbours desorbs faster, by $e^{(1-\alpha)wB/kT}$, but relative to the empty pair it is rarer by $e^{-wB/kT}$. What remains, $e^{-\alpha wB/kT}$, is the factor by which the same neighbours slow adsorption. There are $3n_s$ pairs per area. Summing over all surroundings gives

$$R=3n_s\frac{kT}{h}q_s\,e^{-E_s/kT}\,e^{2\mu/kT}A,\qquad A=\sum p_{empty}\,e^{-\alpha wB/kT} .$$

Adsorption passes the same transition state, with $e^{\mu_{gas}/kT}=P\Lambda^3/(kTq_{int})$ in place of $e^{2\mu/kT}$. Dividing its rate by the impingement rate $P\Lambda/h$ gives

$$S=3n_s\frac{kT}{h}q_s\,e^{-E_s/kT}A\,\frac{\Lambda^3}{kTq_{int}}\,\frac{h}{\Lambda}=\frac{3n_s\Lambda^2q_s}{q_{int}}\,e^{-E_s/kT}A .$$

Hence $R/S=(kT/h)(q_{int}/\Lambda^2)e^{2\mu/kT}$, as before. The transition state, including $\alpha$, has dropped out of the ratio, though it affects $R$ and $S$ separately.

**Q:** Put in numbers, with a repulsion that is not small.

**A:** Take $T=700$ K, so $kT=0.0603$ eV, and rough values in the regime of oxygen on Pt(111): site spacing 0.277 nm, hence $n_s=1.505\times10^{15}$ cm$^{-2}$, with $E_b=1.10$ eV, $w=0.12$ eV and $\alpha=0.25$. The repulsion is $2.0\,kT$ per bond. The atom has vibrational quanta of 60, 50 and 50 meV, giving $q_a=5.00$. The transition state has $E_s=0$, four modes of 10 meV and one of 30 meV, giving $q_s=4686$. For O$_2$, $q_{int}=529$ and $\Lambda=0.01166$ nm.

On the clean surface $A=1$. With $n_s=15.05$ nm$^{-2}$,

$$S_0=\frac{3\times15.05\times(0.01166)^2\times4686}{529}=0.054 .$$

The chemical potential and $A$ come from a transfer-matrix calculation on an infinitely long strip six sites wide. At $\theta=0.25$ it gives $\mu=-1.1267$ eV and $S=7.05\times10^{-3}$. The gas factor $(kT/h)q_{int}/\Lambda^2$ is $5.674\times10^{33}$ cm$^{-2}$ s$^{-1}$, and $2\mu/kT=-37.36$, so

$$R=7.05\times10^{-3}\times5.674\times10^{33}\times5.97\times10^{-17}=2.39\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}} .$$

The coverage falls at $2R/n_s=3.2$ monolayers per second, one monolayer being one atom per site. At fixed temperature:

| $\theta$ | $\mu$ (eV) | $S$ | $P_{eq}$ (Torr) | $R$ (cm$^{-2}$ s$^{-1}$) |
|---|---|---|---|---|
| 0.05 | −1.357 | 0.040 | $6.9\times10^{-7}$ | $6.5\times10^{12}$ |
| 0.15 | −1.236 | 0.019 | $3.8\times10^{-5}$ | $1.7\times10^{14}$ |
| 0.25 | −1.127 | 0.0070 | $1.4\times10^{-3}$ | $2.4\times10^{15}$ |
| 0.35 | −1.009 | 0.0023 | $7.2\times10^{-2}$ | $3.9\times10^{16}$ |

Adding $p_{full}k_{des}$ over all surroundings, without using the formula, gives the same rates. The two were tested against each other at coverages 0.05, 0.25 and 0.45, each with $\alpha=0$, 0.25 and 1, and agreed to one part in $10^8$. Widening the strip from six to nine sites changes $R$ at $\theta=0.35$ by 0.8 %.

**Q:** Sticking falls by a factor of 17 down your table, yet desorption rises by 6000. How much of that is repulsion, and how much is just having more atoms?

**A:** Write $\mu=-E_b-kT\ln q_a+kT\ln(\gamma\theta)$, which defines the activity coefficient $\gamma$; it tends to 1 for $\theta\to0$. Inserting this in the rate gives

$$R=\frac{S}{S_0}\,\gamma^2R_{ideal},\qquad R_{ideal}=S_0\frac{kT}{h}\frac{q_{int}}{\Lambda^2}\frac{\theta^2}{q_a^2}\,e^{-2E_b/kT} .$$

$R_{ideal}$ is the second-order law of the dilute layer, and the formula reduces to it for $\theta\to0$.

Now set $w=0$ at any coverage. Sites are filled independently, so $\theta/(1-\theta)=q_ae^{(\mu+E_b)/kT}=\gamma\theta$ and $\gamma=1/(1-\theta)$. A pair is empty with probability $(1-\theta)^2$, so $S=S_0(1-\theta)^2$. The product $(S/S_0)\gamma^2$ is then 1: site blocking lowers the sticking and raises the activity by factors that cancel, and $R\propto\theta^2$ holds up to full coverage. In this model any departure from the second-order law is therefore due to $w$.

At $\theta=0.25$, $S/S_0=0.130$ and $\gamma=12.8$, so $R/R_{ideal}=0.130\times12.84^2=21$. At $\theta=0.35$ the factor is 179. Of the rise by 6000 from $\theta=0.05$ to 0.35, the number of atoms accounts for $7^2=49$ and the repulsion for $178.6/1.456=123$.

**Q:** Could I take $\mu$ from mean-field theory and skip the transfer matrix?

**A:** Not at this strength. Each site has six neighbours, so mean field gives

$$\mu_{mf}=-E_b-kT\ln q_a+kT\ln\frac{\theta}{1-\theta}+6w\theta .$$

At $\theta=0.25$ the last term is 0.18 eV, and $e^{2\mu_{mf}/kT}$ exceeds the transfer-matrix value by a factor of 4.2. Mean field leaves out the correlations between neighbouring sites, and the exponential magnifies the error in $\mu$. The detailed-balance relation still holds; the input is wrong.

**Q:** Experimenters plot $\ln R$ against $1/T$ and read off an energy. Is it the binding energy?

**A:** Differentiate at fixed $\theta$. Since $\Lambda^{-2}\propto T$,

$$E_{app}=kT^2\frac{\partial\ln R}{\partial T}=E_S+kT+u_{int}+kT+2kT^2\frac{\partial(\mu/kT)}{\partial T} .$$

Here $E_S=kT^2\,\partial\ln S/\partial T$, and $u_{int}=kT^2\,d\ln q_{int}/dT$ is the mean internal energy of O$_2$. For the last term, $kT^2\,\partial(\mu/kT)/\partial T=T\,\partial\mu/\partial T-\mu$. At fixed area and number of atoms, $\partial\mu/\partial T=-\bar s$, with $\bar s$ the entropy gained per added atom, and $\mu=\bar u-T\bar s$, with $\bar u$ the energy gained per added atom. The term is therefore $-T\bar s-\mu=-\bar u$, and

$$E_{app}=E_S+2kT+u_{int}-2\bar u .$$

At $\theta=0.25$, in eV, this is $0.231+0.121+0.069+2\times0.886=2.19$. Differentiating the summed rates directly gives the same value.

That this nearly equals $2E_b=2.20$ eV is an accident of compensation. In the dilute limit $B=0$ and $p_{full}=\theta^2e^{-w/kT}$, so $w$ cancels in $p_{full}k_{des}$, and the rate gives $E_{app}=2E_b+kT+u_s-2u_a$, where $u_s=0.268$ eV and $u_a=0.113$ eV are the thermal vibrational energies of transition state and atom. That is 2.30 eV, so repulsion lowers the apparent energy by 0.11 eV. The 21-fold enhancement corresponds to $kT\ln21.4=0.185$ eV. The remaining 0.07 eV is a prefactor larger by about $e^{0.07/0.060}\approx3$. Converting the whole enhancement into a change of energy would be wrong here.

**Q:** Your weakest assumption is fast diffusion. What happens without it?

**A:** The formula fails. Take rings of ten sites with the same $w/kT$ and $\alpha$, start them with six atoms in equilibrium, and let adjacent pairs desorb. Time is measured in units in which $k_{des}=\exp\{[(1-\alpha)wB+w]/kT\}$. At time 0.5, consider the rings that hold four atoms. With a hopping rate of $10^5$, their mean desorption rate is 0.9999 of the detailed-balance value. With no hopping it is 0.13 of it: an arrangement without adjacent atoms cannot desorb, and such arrangements accumulate, while among the others those that desorb fastest are the first to go. The ratio depends on the time, and so does the sign of the error: at the earliest times it lies above 1, because rings that have just lost a pair still hold more adjacent atoms than four-atom rings in equilibrium. Coverage and temperature then no longer fix the rate.

In the example, a rough hopping barrier of 0.55 eV gives $(kT/h)e^{-0.55/0.0603}=1.6\times10^9$ hops per second. On average each atom desorbs at $3.17/0.25=13$ s$^{-1}$, slower by a factor of $10^8$. Crowded pairs go faster: $k_{des}$ rises from 3 s$^{-1}$ for an isolated pair to $9\times10^6$ s$^{-1}$ for a fully surrounded one ($B=10$), which is still slower than hopping by a factor of about 180. The estimate uses the hop rate of a free atom and leaves out the effect of neighbours on the hops; the atoms of a fully surrounded pair have no empty site to hop to, and there it is the surrounding atoms that must move.

**Q:** And how far is this from a real platinum surface?

**A:** The spacing is close to the real one, and at 700 K a clean-surface sticking of a few hundredths is of the right order. Its temperature dependence is less realistic: in the model sticking rises with temperature, whereas adsorption by way of a weakly held molecule, as on platinum, can make it fall. The apparent energy found above contains this slope as $E_S$ and should not be compared with experiment. The energies are rough: an error of 0.05 eV in $E_b$ alone changes $R$ by $e^{0.1/0.0603}\approx5$, so the table illustrates the method and does not predict rates for platinum. The largest omission that I have sized is the interaction beyond nearest neighbours. A second-neighbour repulsion of 0.02 eV would, in mean field and at unchanged $S$, multiply the rate at $\theta=0.25$ by $e^{12\times0.25\times0.02/0.0603}=2.7$. At unchanged $S$ the true factor is larger, because nearest-neighbour repulsion drives atoms into second-neighbour positions, which mean field ignores. If the transition state also feels the added repulsion, $S$ falls and offsets part of the increase. Real oxygen on Pt(111) orders in a $2\times2$ pattern at quarter coverage, which nearest-neighbour repulsion alone does not select. The last row of the table, with a loss of 52 monolayers per second, describes a layer that gas would have to maintain; in vacuum its coverage would fall below 0.25 within about 0.03 s, because the loss exceeds 3.2 monolayers per second until then, and more slowly afterwards.

Two other desorption products matter little here. The same argument for single atoms, with sticking 1, electronic degeneracy 9 and a rough O$_2$ bond energy of 5.1 eV, gives $3\times10^{-11}$ of the oxygen loss. The excited electronic state near 0.98 eV raises $q_{int}$ by a fraction of only $6\times10^{-8}$.

**Q:** Would it survive on a surface oxide or a polar termination, where the forces are long-ranged and the metal atoms move too?

**A:** Long-range forces are no obstacle as long as their sum over the layer converges, as it does for dipole or screened interactions; they change $\mu$ and $S$. For uncompensated charges the Coulomb sum grows with the size of the layer, and $\mu$ then depends on the sample and on its electrostatic boundary conditions, not on coverage and temperature alone. Moving metal atoms are a matter of time scale. If the structure relaxes quickly, $\mu$ is that of the relaxed surface at its current oxygen content. If it is frozen but the oxygen is mobile, the relation holds with $\mu$ and $S$ taken for that frozen structure. If it changes at about the rate at which oxygen leaves, the surface has a memory, and coverage and temperature no longer suffice. The numerical output below lists the values for the lattice model.

## Computed results

```
temperature 700 K, kT = 0.06032 eV
lattice spacing 0.277 nm, sites 1.505e+15 cm^-2
binding 1.10 eV per atom, repulsion 0.12 eV
repulsion / kT = 1.989, saddle share alpha = 0.25
atom modes (eV): 0.06 0.05 0.05
saddle modes (eV): 0.01 0.01 0.01 0.01 0.03 ; saddle energy 0.0 eV
O2 rotation 2.07 K, vibration 2240 K, mass 32.0 u
thermal wavelength of O2 0.01166 nm
q_int of O2 529.32, classical rotation 528.80
q of adsorbed atom 4.998
q of saddle 4685.6
flux per pressure 2.3471e+20 cm^-2 s^-1 Torr^-1
(kT/h) q_int/Lambda^2 = 5.6741e+33 cm^-2 s^-1
clean-surface sticking S0 = 0.0544
coverage 0.05: mu = -1.3573 eV, S = 4.018e-02
  P_eq = 6.902e-07 Torr, R = 6.508e+12 cm^-2 s^-1
  summed R = 6.508e+12 cm^-2 s^-1, loss = 8.650e-03 ML/s
  S/S0 = 0.7388, gamma = 1.404, R/R_ideal = 1.456
coverage 0.15: mu = -1.2361 eV, S = 1.878e-02
  P_eq = 3.841e-05 Torr, R = 1.693e+14 cm^-2 s^-1
  summed R = 1.693e+14 cm^-2 s^-1, loss = 2.250e-01 ML/s
  S/S0 = 0.3453, gamma = 3.491, R/R_ideal = 4.208
coverage 0.25: mu = -1.1267 eV, S = 7.047e-03
  P_eq = 1.444e-03 Torr, R = 2.388e+15 cm^-2 s^-1
  summed R = 2.388e+15 cm^-2 s^-1, loss = 3.174e+00 ML/s
  S/S0 = 0.1296, gamma = 12.841, R/R_ideal = 21.368
coverage 0.35: mu = -1.0086 eV, S = 2.300e-03
  P_eq = 7.248e-02 Torr, R = 3.912e+16 cm^-2 s^-1
  summed R = 3.912e+16 cm^-2 s^-1, loss = 5.199e+01 ML/s
  S/S0 = 0.0423, gamma = 64.987, R/R_ideal = 178.596
apparent energy at 0.25: from rates 2.1911 eV
  from adlayer energy 2.1911 eV
  E_S = 0.2308 eV, u_int = 0.0685 eV
  partial energy per atom -0.8856 eV
mean-field / true exp(2mu/kT) at 0.25: 4.213
trajectories: S = 0.3224, escape = 0.0988
  flux out / flux in = 1.010
  normal energy: sticking 2.069 kT, desorbing 2.085 kT
  S with gas at half temperature = 0.0930
ring rate / formula: fast hops 0.9999, no hops 0.1259
second neighbours (0.02 eV): mean-field factor 2.70
hop rate (barrier 0.55 eV) 1.60e+09 s^-1
  hop rate / (loss per atom) = 1.26e+08
O atoms (bond 5.1 eV, S=1) / O in O2: 3.41e-11
excited O2 (0.98 eV) share of q_int: 5.9e-08
strip width 6 to 9 at 0.35: R changes by 0.827 %
```
